# Electron density of a point charge with all bound states filled, part 2

Non-interacting electrons fill every bound state of a fixed point charge $Z$, with $q=2$ spin states per orbital and no relativity: $H=\mathbf p^2/2m-Ze^2/(4\pi\varepsilon_0 r)$. We seek their density $\rho_Z(r)$ at large distance and compare it with Thomas-Fermi theory; the worked example has $Z=50$. With $a=4\pi\varepsilon_0\hbar^2/(me^2)$, lengths are measured in $a/Z$ and energies in $Z^2\hbar^2/(ma^2)$. Put $x=Zr/a$ and $s=\sqrt{8x}$. Then $\rho_Z(r)=q\,(Z/a)^3\rho(x)$, where $\rho=\sum_{n\ge1}\rho_n$ is summed over shells. Also, $h=2\pi\hbar$ and $\alpha$ is the fine-structure constant.

At the nucleus
$$\rho(0)=\frac{\zeta(3)}{\pi},\qquad \rho_Z(0)=\frac{q\,\zeta(3)Z^3}{\pi a^3},\tag{3}$$
with $\zeta(k)=\sum_{n\ge1}n^{-k}$. Since $0<\rho_n(x)\le\rho_n(0)=1/(\pi n^3)$, the shells above $N$ contribute less than $1/(2\pi N^2)$ to $\rho$. At fixed $x$, with Bessel functions $J_0,J_1$,
$$n^3\rho_n=D(x)+O(n^{-2}),\qquad D=\frac{J_0(s)^2+J_1(s)^2}{\pi},\tag{6}$$
so these shells sum to $\zeta(3,N+1)D+O(N^{-4})$, where $\zeta(k,N+1)=\sum_{n>N}n^{-k}$.

With $u_n=xR_{n0}$ the normalised s-wave functions,
$$\rho(x)=\int_x^\infty\frac{K(x')}{2\pi x'^2}\,dx',\qquad K=\sum_{n\ge1}u_n^2 .\tag{4}$$
Let $g(x,E)$ be the diagonal of $(H-E)^{-1}$ for the reduced s-wave $H=-\tfrac12d^2/dx^2-1/x$. Exactly,
$$K(x)=-\frac1\pi\,\mathrm{Re}\int_0^\infty\big[g(x,i\eta)-(-2i\eta)^{-1/2}\big]d\eta .\tag{7}$$

A WKB expansion in $1/s$, made without error bounds, splits $g$ into a local term and a wave reflected from the nucleus. The local term gives
$$K_{\rm loc}=\frac4{\pi s}\Big[1-\frac5{24s^2}\Big].$$
The reflected term in $g$ is $-e^{2iS+3i/(4s)}/p_E$, with $E=i\eta$, $\epsilon=Ex$, $p_E=\sqrt{2/x+2E}$, $p=\sqrt{2/x}=4/s$ and
$$S=s\Big(1+\frac\epsilon6-\frac{\epsilon^2}{40}+\dots\Big).$$
Its contribution to $K$, called $K_{\rm ref}$, is evaluated next.

**Reflected term.** Put $\epsilon=iy$, $d\eta=dy/x$, $1/p_E=(1-iy/2)/p$, $px=s/2$, and $2iS=2is-sy/3+isy^2/20$. The factor $e^{-sy/3}$ confines the integral to $y\sim3/s$, that is to the ionisation threshold. With $\int_0^\infty y^ke^{-sy/3}dy=3/s,\ 9/s^2,\ 54/s^3$ for $k=0,1,2$,
$$K_{\rm ref}=\frac2{\pi s}\mathrm{Re}\,e^{2is}\!\!\int_0^\infty\!\! e^{-sy/3}\Big(1-\frac{iy}2+\frac{isy^2}{20}+\frac{3i}{4s}\Big)dy=\frac6{\pi s^2}\mathrm{Re}\,e^{2is}\Big[1+\frac is\Big(-\frac32+\frac9{10}+\frac34\Big)\Big],$$
where the inner bracket is $3/20$. Together,
$$\frac{\pi sK}4=1+\frac{3\cos2s}{2s}-\frac5{24s^2}-\frac{9\sin2s}{40s^2}+O(s^{-3}).\tag{8}$$

**Density.** With $x=s^2/8$, the measure in (4) is $dx/(2\pi x^2)=8\,ds/(\pi s^3)$. The local part gives $(32/\pi^2)\,[1/(3s^3)-1/(24s^5)]$. For the reflected part, two integrations by parts give
$$\int_s^\infty\frac{e^{2is'}}{s'^5}ds'=\frac{e^{2is}}{s^5}\Big[\frac i2+\frac5{4s}+\dots\Big],\qquad\int_s^\infty\frac{e^{2is'}}{s'^6}ds'=\frac{e^{2is}}{s^6}\,\frac i2+\dots$$
so that it equals $(48/\pi^2s^5)\,\mathrm{Re}\,e^{2is}[i/2+(5/4-3/40)/s]$, with $5/4-3/40=47/40$. Extracting $16/(\pi^2s^3)$,
$$\rho=\frac{16}{\pi^2s^3}\Big[\frac23-\frac1{12s^2}-\frac{3\sin2s}{2s^2}+\frac{141\cos2s}{40s^3}+O(s^{-4})\Big].\tag{9}$$
Since $s^3=16\sqrt2\,x^{3/2}$, the leading term is $\sqrt2\,x^{-3/2}/(3\pi^2)=0.0477633\,x^{-3/2}$. Relative to it the oscillation has envelope $9/(4s^2)=9/(32x)$ and the smooth correction is $-1/(8s^2)$, eighteen times smaller. The oscillation phase $2s$ is the zero-energy action of the path to the nucleus and back, so it depends on the whole potential inside $x$ and is absent from the local gradient terms. The charge inside $x$ grows as $x^{3/2}$, so $\rho$ is not integrable.

A least-squares fit of the directly summed series on $30\le s\le60$, with higher powers left free, returns $1.00000$, $-0.20833$, $-0.22500$, $1.50000$ for the constant, $s^{-2}$, sine and cosine coefficients of (8), and $0.66667$, $-0.08333$, $-1.50000$, $3.52500$ for those of (9).

## 7. What Thomas-Fermi density is matched

Thomas-Fermi theory fills phase space locally with $q/h^3$ states per unit volume. In the bare field, with all states of negative energy filled, $p_F^2=2mZe^2/(4\pi\varepsilon_0r)$ and
$$\rho_{\rm TF}^{\rm bare}=q\,\frac{4\pi p_F^3}{3h^3}=\frac q{6\pi^2\hbar^3}\Big(\frac{2mZe^2}{4\pi\varepsilon_0r}\Big)^{3/2}\equiv C_{\rm TF}\,r^{-3/2}.$$
Since $p_F^2/\hbar^2=2Z/(ar)=(Z/a)^2(2/x)$, this is $q(Z/a)^3\,2^{3/2}x^{-3/2}/(6\pi^2)$, the leading term of (9).

The neutral Thomas-Fermi atom has a screened potential $-Ze^2\chi/(4\pi\varepsilon_0r)$ at zero chemical potential, so its density is $C_{\rm TF}(\chi/r)^{3/2}$ with $\chi(0)=1$, $\chi(\infty)=0$. Poisson's equation for the electron repulsion, $\nabla^2V=-e^2\rho/\varepsilon_0$ with $\nabla^2(\chi/r)=\chi_{rr}/r$, gives $\chi_{rr}=4\pi C_{\rm TF}\chi^{3/2}/(Zr^{1/2})$. With $r=b\xi$ it becomes $\chi_{\xi\xi}=\chi^{3/2}/\sqrt\xi$ if $4\pi C_{\rm TF}b^{3/2}=Z$. For $q=2$, $4\pi C_{\rm TF}=4(2Z/a)^{3/2}/(3\pi)$, so $b^3=9\pi^2a^3/(128Z)$. The initial slope found by shooting is $-1.588071$, so to first order in $r/b$ the screening factor is $\chi^{3/2}\approx1-2.38\,r/b$. The next term is $+2(r/b)^{3/2}$, from $\chi_{\xi\xi}\approx\xi^{-1/2}$, so the linear form is useful only at very small $r/b$: at $r/b=0.079$ it gives $0.813$ against the full value $0.859$.

The long-range tail of $\rho_Z$ therefore matches the short-range limit of the neutral Thomas-Fermi atom and says nothing about its outer part. The two agree for $a/Z\ll r\ll b$, a window whose width $b/(a/Z)\propto Z^{2/3}$ opens slowly. Inside $r\sim a/Z$ the divergence $r^{-3/2}$ is replaced by the finite value (3). That the density of a real interacting atom tends to $\rho_Z$ on the scale $a/Z$ as $Z\to\infty$ is a separate statement and is not shown here.

## 8. Worked example: model charge $Z=50$

The lengths are $a=5.291772\times10^{-11}$ m, $a/Z=1.0584$ pm, $b=12.7171$ pm, and $q(Z/a)^3=1.68708\times10^{36}\ \mathrm{m^{-3}}$. At the nucleus $\rho(0)=1.2020569/\pi=0.3826266$, so
$$\rho_Z(0)=1.68708\times10^{36}\times0.3826266=6.455\times10^{35}\ \mathrm{m^{-3}}=6.455\times10^5\ \text{Å}^{-3}.$$
For $Z=1$ the value is smaller by $50^3$, namely $5.164\times10^{30}\ \mathrm{m^{-3}}$. The digits describe the model, for checking an implementation. Here $Z\alpha=0.36$, so relativistic corrections near the nucleus are not small, and the Dirac density of a point nucleus diverges weakly at the origin, so (3) has no finite relativistic counterpart there.

At $r=5$ pm, $x=4.7243$, $s=6.1477$, and the direct sum $\rho=4.776293\times10^{-3}$ gives $8.058\times10^{33}\ \mathrm{m^{-3}}$. The bare law gives $8.77359\times10^{16}/(5\times10^{-12})^{3/2}=7.847\times10^{33}\ \mathrm{m^{-3}}$, and the four terms of (9) give $8.118\times10^{33}\ \mathrm{m^{-3}}$.

| $r$ (pm) | $s$ | exact / bare TF | exact / four terms | $\chi^{3/2}$ |
|---|---|---|---|---|
| 1 | 2.749 | 1.171 | 0.852 | 0.859 |
| 2 | 3.888 | 0.895 | 1.052 | 0.754 |
| 5 | 6.148 | 1.027 | 0.993 | 0.540 |
| 10 | 8.694 | 1.026 | 0.997 | 0.343 |

At these four radii the sign of the deviation from one in the third column follows the term $-\sin2s$. This is not so at every radius: just after each zero of the sine the cosine term decides, and at 5.3 pm, where $2s=12.66$ has passed $4\pi$, the density is still above the power law. The phases $2s=5.50$, $7.78$, $12.30$, $17.39$ lie in $(\pi,2\pi)$, $(2\pi,3\pi)$, $(3\pi,4\pi)$, $(5\pi,6\pi)$, so the sine is negative, positive, negative, negative, and the density lies above, below, above, above the power law. At 5 pm the phase is just short of $4\pi$, so the sine term is small, $+0.016$ relative to the bare law, and the cosine term, also positive, is the larger of the two, $+0.022$. At 1 pm the four-term form exceeds the exact density by 17% of the exact value, while the leading term alone falls short by 15% of the exact value. The two $s^{-2}$ terms alone give $1+0.210-0.017=1.194$ times the bare law, 2% above the exact value, but the $s^{-3}$ term then adds $0.180$, almost as much as the sine term, so at $s=2.7$ this last term makes the result worse, and the direct sum is needed. From 5 pm outward the four-term form is within 0.8% of the exact value at the radii listed.

The last column shows that $Z=50$ has no clean overlap window, the ratio $b/(a/Z)$ being only $12.7171/1.0584=12.0$. At 1 pm screening lowers the Thomas-Fermi density by 14% of the bare value while the exact sum is still 17% above the bare value. At 5 pm the exact sum is within 3% of the bare law, but screening has removed 46%.

At larger $x$ the ratio of the exact sum to the four-term form is $0.9999301$, $0.9999971$, $1.0000000$ for $x=20,100,400$. The ratios to the bare law, $0.9994093$, $1.0000186$, $0.9999622$, are much closer to one than the envelopes $9/(32x)=1.4\times10^{-2}$, $2.8\times10^{-3}$, $7.0\times10^{-4}$. The reason is that $2s=\sqrt{32x}=25.30$, $56.57$, $113.14$ falls near $8\pi$, $18\pi$, $36\pi$, where the sine vanishes, and the cosine term opposes what remains, falling short of it at $x=20$ and $400$ and slightly exceeding it at $x=100$: at $x=20$ the relative sine, smooth and cosine corrections are $-2.3\times10^{-3}$, $-0.8\times10^{-3}$, $+2.6\times10^{-3}$. These three ratios therefore understate the deviation at neighbouring points. The ratios to the four-term form are favoured in the same way. Each further order of the reflected term brings a factor $i/s$, so the next oscillating term is proportional to $\sin2s/s^4$ and is suppressed at these phases. At 10 pm, where $\sin2s\approx-1$, the four-term error is $2.8\times10^{-3}$ of the four-term value at $s=8.69$; scaled as $s^{-4}$ to $s=12.65$ it would be $6\times10^{-4}$, about nine times the $7\times10^{-5}$ found at $x=20$. The suppression is not the whole account. At 10 pm the exact value lies below the four-term form with $\sin2s\approx-1$, so the coefficient of $\sin2s/s^4$ is positive, and at $x=20$, where $\sin2s=+0.16$, this term contributes about $+1\times10^{-4}$. The observed deviation there is $-7\times10^{-5}$, because the following term, proportional to $\cos2s/s^5$ and at full strength at these phases, contributes about $-2\times10^{-4}$, and the two partly cancel.

The shell sum at 2 pm converges slowly. The total is $2.77508\times10^{34}\ \mathrm{m^{-3}}$, the first shell gives $1.22629\times10^{34}$, and ten shells give $2.73577\times10^{34}$, leaving $3.9307\times10^{32}$, or 1.4% of the total. The Bessel estimate (6), with $D=0.051633$, gives $3.9416\times10^{32}$, too large by 0.28% of the true tail. For $N=5$ the pair is $1.4139\times10^{33}$ and $1.4281\times10^{33}$, an excess of 1.0%. The fall by a factor of about 3.6 agrees with a relative error of order $N^{-2}$, for which $(10.5/5.5)^2=3.6$. The uniform bound for $N=10$, $2.685\times10^{33}\ \mathrm{m^{-3}}$, is almost seven times the actual tail, mainly because it uses the central value $1/\pi$ in place of $D$, a factor $6.2$; replacing $\zeta(3,11)$ by $1/(2N^2)$ adds a factor $1.1$. The numerical check below prints the values from which these numbers follow.

## Computed results

```
q = 2, Z = 50, Z*alpha = 0.3649
a = 5.291772e-11 m, a/Z = 1.0584 pm, b = 12.7171 pm
zeta(3) = 1.2020569, zeta(5) = 1.0369278
rho(0) reduced = 0.3826266, times q = 0.7652532
1s share of rho(0) = 0.83191
q (Z/a)^3 = 1.68708e+36 m^-3
rho_Z(0), Z=50 = 6.45523e+35 m^-3 = 6.45523e+05 A^-3
rho_Z(0), Z=1 = 5.16418e+30 m^-3 = 5.16418 A^-3
sqrt(2)/(3 pi^2) = 0.0477633
TF prefactor rho r^(3/2), Z=50 = 8.77359e+16 m^-3/2
K(2): shell sum = 0.293778, contour = 0.293778 (reduced)
fit K  [1, s^-2, sin s^-2, cos s^-1]: 1.00000 -0.20833 -0.22500 1.50000
fit rho[1, s^-2, sin s^-2, cos s^-3]: 0.66667 -0.08333 -1.50000 3.52500
TF slope chi'(0) = -1.588071
r = 1 pm: x = 0.9449, s = 2.7493, rho reduced = 6.087495e-02
  exact 1.02701e+35, bare TF 8.77359e+34, 4-term 1.20533e+35 m^-3
  exact/TF = 1.17057, exact/4-term = 0.85206
  r/b = 0.0786, chi = 0.90359, chi^1.5 = 0.85893, neutral TF 7.53591e+34 m^-3
r = 2 pm: x = 1.8897, s = 3.8882, rho reduced = 1.644896e-02
  exact 2.77508e+34, bare TF 3.10193e+34, 4-term 2.63766e+34 m^-3
  exact/TF = 0.89463, exact/4-term = 1.05210
  r/b = 0.1573, chi = 0.82853, chi^1.5 = 0.75416, neutral TF 2.33934e+34 m^-3
r = 5 pm: x = 4.7243, s = 6.1477, rho reduced = 4.776293e-03
  exact 8.05801e+33, bare TF 7.84734e+33, 4-term 8.11847e+33 m^-3
  exact/TF = 1.02685, exact/4-term = 0.99255
  r/b = 0.3932, chi = 0.66342, chi^1.5 = 0.54036, neutral TF 4.24035e+33 m^-3
r = 10 pm: x = 9.4486, s = 8.6942, rho reduced = 1.687183e-03
  exact 2.84642e+33, bare TF 2.77445e+33, 4-term 2.85440e+33 m^-3
  exact/TF = 1.02594, exact/4-term = 0.99721
  r/b = 0.7863, chi = 0.48959, chi^1.5 = 0.34257, neutral TF 9.50447e+32 m^-3
r = 2 pm: (J0^2+J1^2)/pi = 0.051633 (reduced)
  N=1: sum 1.22629e+34, tail 1.5488e+34, Bessel tail 1.7601e+34, bound 2.685e+35 m^-3
  N=2: sum 2.13497e+34, tail 6.4011e+33, Bessel tail 6.7124e+33, bound 6.713e+34 m^-3
  N=3: sum 2.43492e+34, tail 3.4016e+33, Bessel tail 3.4861e+33, bound 2.983e+34 m^-3
  N=5: sum 2.63369e+34, tail 1.4139e+33, Bessel tail 1.4281e+33, bound 1.074e+34 m^-3
  N=10: sum 2.73577e+34, tail 3.9307e+32, Bessel tail 3.9416e+32, bound 2.685e+33 m^-3
x = 20: rho = 5.3369411e-04, rho/TF = 0.9994093, rho/4-term = 0.9999301
x = 100: rho = 4.7764152e-05, rho/TF = 1.0000186, rho/4-term = 0.9999971
x = 400: rho = 5.9701820e-06, rho/TF = 0.9999622, rho/4-term = 1.0000000
```
